# The zincblende sp³ Hamiltonian and its levels at Γ and X

## From four bonds to an 8×8 matrix

A model compound with one s and three p orbitals on each atom has an s–s coupling of $-6.5$ eV, summed over the four bonds of an atom. If the sign of this one coupling is reversed, the eight levels at the zone centre Γ and the eight levels at the zone-boundary point X all stay where they were. At the point L, however, the second level rises from $-6.12$ to $-4.35$ eV and the fifth falls from $2.83$ to $1.14$ eV. The sign is therefore physically meaningful, yet the levels at Γ and X do not register it. The explanation lies in four sums of phase factors, through which the whole dependence of the Hamiltonian on wave vector enters.

**Geometry and orbitals.** Zincblende is a face-centred cubic lattice with two atoms per cell, called the anion A and the cation C. Let $a$ be the cubic lattice constant. With an anion at the origin, its four nearest cations sit at

$$
\mathbf d_j=\frac a4\,\boldsymbol\nu_j,\qquad
\boldsymbol\nu_1=(1,1,1),\;\boldsymbol\nu_2=(1,-1,-1),\;\boldsymbol\nu_3=(-1,1,-1),\;\boldsymbol\nu_4=(-1,-1,1). \tag{1}
$$

The components $\nu_{jx},\nu_{jy},\nu_{jz}$ are signs, and in each of the four vectors their product is $+1$. Hence

$$
\nu_{jx}\nu_{jy}=\nu_{jz},\qquad \nu_{jy}\nu_{jz}=\nu_{jx},\qquad \nu_{jz}\nu_{jx}=\nu_{jy}, \tag{2}
$$

because multiplying $\nu_{jx}\nu_{jy}\nu_{jz}=1$ by $\nu_{jz}$ and using $\nu_{jz}^2=1$ gives the first relation, and the others follow in the same way. The signs in (1) also fix the orientation of the cubic axes, since turning the axes by 90° about $z$ would give the four vectors with product $-1$; with the axes kept as they are, the four bonds from a cation point the opposite way.

Each atom carries real orbitals $s,p_x,p_y,p_z$. They are taken to be orthonormal, also between different atoms, and to transform under the symmetry operations of their site as s and p functions do. Spin–orbit coupling is left out, so each level holds two electrons. The Hamiltonian connects an orbital with others on the same atom and on nearest neighbours only.

On one atom the tetrahedral site symmetry makes the energy matrix diagonal. A half-turn about $z$ reverses $p_x$ and $p_y$ and keeps $s$ and $p_z$. It therefore forbids the elements $s$–$p_x$, $s$–$p_y$, $p_x$–$p_z$ and $p_y$–$p_z$. A half-turn about $x$ forbids the remaining two, $s$–$p_z$ and $p_x$–$p_y$. A threefold rotation about $(1,1,1)$ exchanges the p orbitals cyclically and makes their energies equal. Four on-site energies remain: $E_{sA},E_{pA},E_{sC},E_{pC}$.

**Bloch sums.** Let $\mathbf R$ run over the $N$ lattice vectors of a periodic crystal. Anions sit at $\mathbf R$ and cations at $\mathbf R+\mathbf d_1$. With Greek letters for the orbital type, define

$$
|\alpha A\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\alpha A\mathbf R\rangle,\qquad
|\beta C\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf d_1)}|\beta C\mathbf R\rangle. \tag{3}
$$

The phase in each sum is evaluated at the true position of the atom. Since the Hamiltonian commutes with lattice translations, it does not connect different $\mathbf k$ in the Brillouin zone. The element between the two species is

$$
T_{\alpha\beta}(\mathbf k)=\langle\alpha A\mathbf k|H|\beta C\mathbf k\rangle
=\frac1N\sum_{\mathbf R,\mathbf R'}e^{i\mathbf k\cdot(\mathbf R'+\mathbf d_1-\mathbf R)}\langle\alpha A\mathbf R|H|\beta C\mathbf R'\rangle .
$$

The inner element vanishes unless the vector from anion to cation, $\mathbf R'+\mathbf d_1-\mathbf R$, is one of the four $\mathbf d_j$. For each $\mathbf R$ all four occur, since the differences $\mathbf d_j-\mathbf d_1$ are lattice vectors; for example $\mathbf d_2-\mathbf d_1=-\tfrac a2(0,1,1)$. The element depends only on $j$, so the sum over $\mathbf R$ gives a factor $N$ that cancels the prefactor:

$$
T_{\alpha\beta}(\mathbf k)=\sum_{j=1}^4e^{i\mathbf k\cdot\mathbf d_j}\,t_{\alpha\beta}(\mathbf d_j). \tag{4}
$$

Omitting $\mathbf d_1$ from the phase of the cation sum would multiply every element of $T$ by $e^{-i\mathbf k\cdot\mathbf d_1}$. That is a change of phase of the cation basis states and leaves the levels unchanged.

**One bond.** Let $\mathbf u$ be the unit vector from A to C. The bond is a threefold axis and lies in three mirror planes. These symmetries decide which elements $t_{\alpha\beta}$ can exist.

An s orbital cannot couple to a p orbital perpendicular to $\mathbf u$. Such couplings would form a vector in the perpendicular plane that is unchanged by a rotation through 120°, and the zero vector alone has this property. For the same reason a p orbital along $\mathbf u$ does not couple to one perpendicular to it. The $2\times2$ matrix between the perpendicular p orbitals must commute with the 120° rotation, so it is a multiple of the unit matrix plus a multiple of the antisymmetric matrix. A mirror plane reverses the antisymmetric part, which must then vanish.

Five real constants are left. Write $p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z$ for a p orbital whose positive lobe points along the unit vector $\mathbf n$, and define

$$
t_{ss}=\langle s_A|H|s_C\rangle,\quad
t_{sp}=\langle s_A|H|p_{\mathbf u,C}\rangle,\quad
t_{ps}=\langle p_{-\mathbf u,A}|H|s_C\rangle, \tag{5}
$$

together with $t_\sigma$ between two p orbitals that both point along $\mathbf u$, and $t_\pi$ between two parallel p orbitals perpendicular to $\mathbf u$. These five are called two-centre constants, with $t_{sp}$ and $t_{ps}$ kept distinct because the atoms differ. The symmetry argument did not assume that the potential is a sum of two atomic parts, so the two-centre form loses no generality for this set of orbitals and neighbours.

In both mixed constants the positive lobe points away from the s orbital, which therefore faces the negative lobe. This definition, shared by both constants, produces a minus sign when the p orbital on A is referred to $+\mathbf u$, because $p_{-\mathbf u}=-p_{\mathbf u}$. Splitting a general $\mathbf n$ into parts along and across the bond gives

$$
\langle s_A|H|p_{\mathbf n,C}\rangle=(\mathbf n\cdot\mathbf u)\,t_{sp},\qquad
\langle p_{\mathbf n,A}|H|s_C\rangle=-(\mathbf n\cdot\mathbf u)\,t_{ps}, \tag{6}
$$

$$
\langle p_{\mathbf m,A}|H|p_{\mathbf n,C}\rangle=(\mathbf m\cdot\mathbf u)(\mathbf n\cdot\mathbf u)\,t_\sigma+\left[\mathbf m\cdot\mathbf n-(\mathbf m\cdot\mathbf u)(\mathbf n\cdot\mathbf u)\right]t_\pi . \tag{7}
$$

The bracket in (7) is the scalar product of the perpendicular parts of $\mathbf m$ and $\mathbf n$.

The half-turns about the cubic axes carry the first bond into the other three, so the same constants apply to all of them, with $\mathbf u_j=\boldsymbol\nu_j/\sqrt3$. For Cartesian orbitals, (6) and (7) become

$$
t_{s,x}=\frac{\nu_{jx}}{\sqrt3}t_{sp},\quad
t_{x,s}=-\frac{\nu_{jx}}{\sqrt3}t_{ps},\quad
t_{x,x}=\frac{t_\sigma+2t_\pi}3,\quad
t_{x,y}=\nu_{jz}\frac{t_\sigma-t_\pi}3 . \tag{8}
$$

In the last element the product $\nu_{jx}\nu_{jy}$ has been replaced by $\nu_{jz}$ from (2). The other Cartesian elements follow by cyclic exchange of $x,y,z$, and $t_{y,x}=t_{x,y}$.

**The phase sums.** Equation (8) contains either no sign or one of the three signs $\nu_{jx},\nu_{jy},\nu_{jz}$. Inserting it in (4) therefore produces four different sums:

$$
g_0=\frac14\sum_je^{i\mathbf k\cdot\mathbf d_j},\qquad
g_1=\frac14\sum_j\nu_{jx}e^{i\mathbf k\cdot\mathbf d_j}, \tag{9}
$$

with $\nu_{jy}$ in $g_2$ and $\nu_{jz}$ in $g_3$. The factor $\tfrac14$ is part of the definition, so the number of neighbours will appear in the coupling parameters.

To evaluate the sums, put $\theta_x=k_xa/4$ and likewise for $y$ and $z$, and write $c_x=\cos\theta_x$, $s_x=\sin\theta_x$. A sum over the four allowed sign triples can be extended to all eight triples $(\nu_x,\nu_y,\nu_z)$ with the weight $1+\nu_x\nu_y\nu_z$, which is 2 for the allowed triples and 0 for the others. Thus

$$
g_0=\frac18\sum_{\nu_x,\nu_y,\nu_z=\pm1}(1+\nu_x\nu_y\nu_z)\,e^{i(\nu_x\theta_x+\nu_y\theta_y+\nu_z\theta_z)} .
$$

The three signs are now independent, and each average factorizes by means of

$$
\frac12\sum_{\nu=\pm1}e^{i\nu\theta}=\cos\theta,\qquad \frac12\sum_{\nu=\pm1}\nu e^{i\nu\theta}=i\sin\theta .
$$

The first part of the weight gives three cosines, and the second gives $i^3=-i$ times three sines. For $g_1$ the weight is multiplied by $\nu_x$ and becomes $\nu_x+\nu_y\nu_z$, which gives one sine from the first part and two sines, with $i^2=-1$, from the second. The results are

$$
\begin{aligned}
g_0&=c_xc_yc_z-i\,s_xs_ys_z, & g_1&=-c_xs_ys_z+i\,s_xc_yc_z,\\
g_2&=-s_xc_ys_z+i\,c_xs_yc_z, & g_3&=-s_xs_yc_z+i\,c_xc_ys_z .
\end{aligned} \tag{10}
$$

Near Γ, $g_0=1-\tfrac12(\theta_x^2+\theta_y^2+\theta_z^2)$ to second order in $\mathbf k$, and $g_1=i\theta_x$ to first order. For a general direction of $\mathbf k$ the p-like sums start linearly. If $\theta_x=0$, however, $g_1=-s_ys_z$ has no linear term, and the same holds for $g_2$ and $g_3$ with the labels exchanged.

The four sign patterns $(1,1,1,1)$, $(1,1,-1,-1)$, $(1,-1,1,-1)$ and $(1,-1,-1,1)$, read over $j$, are mutually orthogonal and have squared length 4. The sums (9) are $\tfrac14$ times the projections of the four unit-modulus phases on these patterns, so

$$
|g_0|^2+|g_1|^2+|g_2|^2+|g_3|^2=\frac1{16}\cdot4\cdot4=1 . \tag{11}
$$

A wave vector thus distributes a fixed total weight among one s-like and three p-like patterns of phases around an atom.

**The matrix.** Insert (8) in (4) and use (9). Each sum over bonds contributes a factor 4, which is absorbed in the Chadi–Cohen parameters:

$$
V_{ss}=4t_{ss},\quad V_{sp}=\frac{4t_{sp}}{\sqrt3},\quad V_{ps}=\frac{4t_{ps}}{\sqrt3},\quad
V_{xx}=\frac43(t_\sigma+2t_\pi),\quad V_{xy}=\frac43(t_\sigma-t_\pi). \tag{12}
$$

Here $V_{sp}$ joins s on the anion to p on the cation, and $V_{ps}$ joins p on the anion to s on the cation. In the order $s,p_x,p_y,p_z$ on A followed by the same order on C,

$$
H(\mathbf k)=\begin{pmatrix}D_A&T\\T^\dagger&D_C\end{pmatrix},\qquad
T=\begin{pmatrix}
V_{ss}g_0&V_{sp}g_1&V_{sp}g_2&V_{sp}g_3\\
-V_{ps}g_1&V_{xx}g_0&V_{xy}g_3&V_{xy}g_2\\
-V_{ps}g_2&V_{xy}g_3&V_{xx}g_0&V_{xy}g_1\\
-V_{ps}g_3&V_{xy}g_2&V_{xy}g_1&V_{xx}g_0
\end{pmatrix}, \tag{13}
$$

where $D_A=\mathrm{diag}(E_{sA},E_{pA},E_{pA},E_{pA})$ and $D_C$ is the same with C in place of A. The lower left block is the adjoint because $H$ is Hermitian. The minus signs in the first column come from the direction of the bond in (6), and the pairing of $xy$ with $g_3$ comes from (2).

The relations (12) can be inverted. In $V_{xx}+2V_{xy}$ the constant $t_\pi$ cancels, and in $V_{xx}-V_{xy}$ the constant $t_\sigma$ cancels:

$$
t_\sigma=\frac{V_{xx}+2V_{xy}}4,\qquad t_\pi=\frac{V_{xx}-V_{xy}}4 . \tag{14}
$$

The restriction to nearest neighbours enters (13) in two places. The block $T$ contains only the four phases of (4), to which more distant anion–cation pairs would add further terms, and $D_A$ and $D_C$ are constant because atoms of the same species are not coupled. Suppose that s orbitals on neighbouring anions were coupled by an element $W$. The twelve vectors between them are of the form $\tfrac a2(\pm1,\pm1,0)$ and permutations, and the first diagonal element would become

$$
E_{sA}+4W(C_xC_y+C_yC_z+C_zC_x),\qquad C_i=\cos\frac{k_ia}2 . \tag{15}
$$

This is $E_{sA}+12W$ at Γ. At $\mathbf k=(2\pi/a)(1,0,0)$, where $C_x=-1$ and $C_y=C_z=1$, it is $E_{sA}-4W$. A single on-site energy could then no longer serve both points.

## Levels at Γ and X, and what they leave open

The Hamiltonian (13) has on-site energies $E_{sA},E_{pA}$ on the anion and $E_{sC},E_{pC}$ on the cation. Its five couplings are $V_{ss}$, $V_{sp}$ (s on A, p on C), $V_{ps}$ (p on A, s on C), $V_{xx}$ between like p orbitals and $V_{xy}$ between unlike ones. They are multiplied by the phase sums $g_0,\dots,g_3$ of (10), whose squared moduli add up to one.

**Two coupled states.** At Γ and X the matrix separates into pairs of states with energies $E,E'$ and a coupling of modulus $|V|$. The condition $(E-\varepsilon)(E'-\varepsilon)-|V|^2=0$ is quadratic in the level energy $\varepsilon$, with the solutions

$$
\varepsilon_\pm=\frac{E+E'}2\pm R,\qquad R=\sqrt{\left(\frac{E-E'}2\right)^2+|V|^2}. \tag{16}
$$

Denote this pair of levels by $P(E,E';V)$. A phase factor in front of $V$ has no effect on it.

The weight of the lower level on the first state is the derivative $\partial\varepsilon_-/\partial E$. Indeed, for a normalized eigenvector the change of the vector contributes nothing to first order, and the direct change of the energy is the weight times the change of $E$. Differentiating (16) gives

$$
w=\frac12\left(1+\frac{E'-E}{2R}\right). \tag{17}
$$

The weight exceeds one half if the first state is the lower of the two, and tends to one half when the coupling dominates.

**The point Γ.** For $\mathbf k=0$ all phases are 1, so $g_0=1$ and $g_1=g_2=g_3=0$. The block $T$ is diagonal, and each orbital on A meets only the same orbital on C:

$$
\Gamma:\qquad P(E_{sA},E_{sC};V_{ss})\ \text{once},\qquad P(E_{pA},E_{pC};V_{xx})\ \text{three times}. \tag{18}
$$

Spin–orbit coupling would change the threefold levels. On a p shell, $\mathbf L\cdot\mathbf S$ takes the values $\hbar^2/2$ and $-\hbar^2$ for total angular momentum $\tfrac32$ and $\tfrac12$, so each of them would split.

**The point X.** Take $\mathbf k=(2\pi/a)(1,0,0)$, so that $\theta_x=\pi/2$ and $\theta_y=\theta_z=0$. Then $c_x=0$, $s_x=1$, $c_y=c_z=1$, $s_y=s_z=0$, and (10) gives $g_1=i$ with the other three sums zero. The cations on the side of positive $x$ carry the phase $i$, those on the other side carry $-i$. An s orbital on A therefore sees its couplings to cation s orbitals cancel, while those to cation $p_x$ orbitals add. The block becomes

$$
T(X)=i\begin{pmatrix}0&V_{sp}&0&0\\-V_{ps}&0&0&0\\0&0&0&V_{xy}\\0&0&V_{xy}&0\end{pmatrix}. \tag{19}
$$

Each row and each column has one entry, so there are again four separate pairs: $s_A$ with $p_{x,C}$, $p_{x,A}$ with $s_C$, $p_{y,A}$ with $p_{z,C}$, and $p_{z,A}$ with $p_{y,C}$. By (16),

$$
\begin{aligned}
X:\qquad &P(E_{sA},E_{pC};V_{sp})\ \text{once},\qquad P(E_{pA},E_{sC};V_{ps})\ \text{once},\\
&P(E_{pA},E_{pC};V_{xy})\ \text{twice}.
\end{aligned} \tag{20}
$$

The points $(2\pi/a)(0,1,0)$ and $(2\pi/a)(0,0,1)$ have the same levels, with the Cartesian labels exchanged.

**A worked case.** The compound of the opening paragraph has round parameters chosen for illustration, all in eV:

$$
\begin{gathered}
E_{sA}=-8,\quad E_{pA}=1,\quad E_{sC}=-3,\quad E_{pC}=4,\\
V_{ss}=-6.5,\quad V_{sp}=4.5,\quad V_{ps}=5.5,\quad V_{xx}=2,\quad V_{xy}=5.
\end{gathered} \tag{21}
$$

By (14) the bond constants of the p orbitals are $t_\sigma=(2+10)/4=3.00$ eV and $t_\pi=(2-5)/4=-0.75$ eV. The parameter $V_{xx}$ is smaller than $V_{xy}$ because $t_\pi$ is negative: by (12), $V_{xx}-V_{xy}=4t_\pi$.

The levels at Γ follow from (18):

$$
\begin{aligned}
\text{s:}\quad&-5.5\pm\sqrt{2.5^2+6.5^2}=-12.46,\ 1.46\ \text{eV},\\
\text{p:}\quad&\phantom{-}2.5\pm\sqrt{1.5^2+2^2}=0.00,\ 5.00\ \text{eV}\quad(\text{each threefold}).
\end{aligned} \tag{22}
$$

Those at X follow from (20):

$$
\begin{aligned}
s_A\text{–}p_C:\quad&-2\pm\sqrt{6^2+4.5^2}=-9.50,\ 5.50\ \text{eV},\\
p_A\text{–}s_C:\quad&-1\pm\sqrt{2^2+5.5^2}=-6.85,\ 4.85\ \text{eV},\\
p_A\text{–}p_C:\quad&\phantom{-}2.5\pm\sqrt{1.5^2+5^2}=-2.72,\ 7.72\ \text{eV}\quad(\text{each twofold}).
\end{aligned} \tag{23}
$$

With eight valence electrons per cell, four bands are filled. At Γ these are the lower s level and the lower p levels. Because $V_{ss}$ is negative, the lower s level has equal signs on the two atoms. Because $V_{xx}$ is positive, the lower p levels have opposite signs, so that along a bond lobes of equal sign face each other. Equation (17) gives the anion weights $\tfrac12(1+2.5/6.96)=0.68$ for the lower s level and $\tfrac12(1+1.5/2.5)=0.80$ for the lower p levels.

The first empty level at Γ is the upper s level, 1.46 eV above the filled p levels. The corresponding separation at X is $4.85+2.72=7.57$ eV. Numerical diagonalization of (13) on a mesh with 12 divisions along each reciprocal lattice vector finds both the highest filled and the lowest empty energy at Γ. On that mesh the gap of the model is direct and equals 1.46 eV.

**Dependence on bond length.** Suppose that all couplings follow Harrison's scaling $V\propto\hbar^2/(md^2)$ with the bond length $d$, while the on-site energies stay fixed. Then $dV^2/d\ln d=-4V^2$, and (16) gives

$$
\frac{d\varepsilon_\pm}{d\ln d}=\mp\frac{2V^2}{R}. \tag{24}
$$

When the bonds lengthen, the upper s level at Γ falls and the lower p level rises, so under these assumptions their separation shrinks.

**Why the sign of $V_{ss}$ is invisible.** At Γ and at X one phase sum has modulus 1, and by (11) the others vanish. Each orbital then has one partner, and the levels depend on each coupling through its square. Some signs are in any case a matter of definition, since any orbital may be multiplied by $-1$. If the s and p orbitals of the two atoms are multiplied by independent signs, the product $V_{ss}V_{sp}V_{ps}V_{xx}$ is multiplied by each of the four signs twice and does not change. Reversing $V_{ss}$ alone reverses this product, so it cannot be undone by such a redefinition. To have an effect on the levels, it needs a point at which several couplings act together.

The point $L=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$ is of this kind. There $\theta_x=\theta_y=\theta_z=\pi/4$, and (10) gives

$$
g_0=\gamma,\qquad g_1=g_2=g_3=-\gamma,\qquad \gamma=\frac{1-i}{2\sqrt2},\qquad|\gamma|=\frac12 . \tag{25}
$$

The p–p part of $T$ has $\gamma V_{xx}$ on the diagonal and $-\gamma V_{xy}$ elsewhere. On a p orbital perpendicular to $(1,1,1)$, whose components add up to zero, it acts as the factor $\gamma(V_{xx}+V_{xy})$. Such an orbital has no coupling to s, since the three contributions cancel. This gives two equal pairs $P(E_{pA},E_{pC};\tfrac12(V_{xx}+V_{xy}))$, in the example

$$
2.5\pm\sqrt{1.5^2+3.5^2}=-1.31,\ 6.31\ \text{eV}. \tag{26}
$$

On the p orbital along $(1,1,1)/\sqrt3$ the factor is $\gamma(V_{xx}-2V_{xy})$, and its coupling to s contains the sum $3/\sqrt3=\sqrt3$. The phase of $\gamma$ can be absorbed in the cation states. The s orbitals and longitudinal p orbitals are then joined by the real matrix

$$
M=\frac12\begin{pmatrix}V_{ss}&-\sqrt3\,V_{sp}\\ \sqrt3\,V_{ps}&V_{xx}-2V_{xy}\end{pmatrix}, \tag{27}
$$

with rows $s_A,p_A$ and columns $s_C,p_C$. Let $M_{ss},M_{sp},M_{ps},M_{pp}$ be its elements, and abbreviate $a_s=\varepsilon-E_{sA}$, $a_p=\varepsilon-E_{pA}$, $c_s=\varepsilon-E_{sC}$, $c_p=\varepsilon-E_{pC}$. Expanding the determinant of the $4\times4$ problem gives

$$
\begin{aligned}
f(\varepsilon)={}&a_sa_pc_sc_p-M_{ss}^2a_pc_p-M_{sp}^2a_pc_s-M_{ps}^2a_sc_p-M_{pp}^2a_sc_s\\
&+(M_{ss}M_{pp}-M_{sp}M_{ps})^2=0 .
\end{aligned} \tag{28}
$$

The terms with one squared coupling exchange one anion state with one cation state. The last term collects the two double exchanges and the two cyclic permutations of all four states. Its cross term, $-2M_{ss}M_{pp}M_{sp}M_{ps}$, is the one place in $f$ where the sign of $V_{ss}$ enters. From (27) it equals $\tfrac38V_{ss}V_{sp}V_{ps}(V_{xx}-2V_{xy})$. Reversing $V_{ss}$ therefore adds to $f$ the constant

$$
\Delta f=-\frac34V_{ss}V_{sp}V_{ps}(V_{xx}-2V_{xy})=-\frac34(-6.5)(4.5)(5.5)(-8)\approx-965\ \text{eV}^4 . \tag{29}
$$

The function $f$ tends to $+\infty$ on both sides and has four real zeros. It is positive outside the outer two and between the inner two. A negative constant therefore pushes the outer zeros apart and draws the inner zeros together. Solved numerically, the four levels change as

$$
(-10.57,\,-6.12,\,2.83,\,7.86)\ \longrightarrow\ (-11.26,\,-4.35,\,1.14,\,8.47)\ \text{eV}. \tag{30}
$$

These are the shifts quoted at the start. The transverse levels (26) do not contain $V_{ss}$ and stay fixed.

**A second ambiguity.** The levels at Γ and X also fail to fix how the energy is divided between the two species. Raise both anion energies by $\delta$ and lower both cation energies by $\delta$. Every pair in (18) and (20) consists of one anion and one cation state, so its mean energy is unchanged. With $h$ for half the difference, anion minus cation, $h$ becomes $h+\delta$. The splitting is restored if each coupling is replaced by $V'$ with

$$
V'^2=V^2+h^2-(h+\delta)^2, \tag{31}
$$

as long as the right-hand side is not negative. For $\delta=0.5$ eV, keeping the original signs, the p–p pairs have $h=-1.5$ eV. This gives $V_{xx}'=\sqrt{4+2.25-1}=2.29$ eV and $V_{xy}'=\sqrt{25+2.25-1}=5.12$ eV. In the same way $V_{ss}'=-6.67$, $V_{sp}'=5.10$ and $V_{ps}'=5.29$ eV. All levels at Γ and X are the same as before.

At L the two p–p couplings act together, and the transverse levels become

$$
2.5\pm\sqrt{1^2+\left(\tfrac{2.29+5.12}2\right)^2}=-1.34,\ 6.34\ \text{eV}, \tag{32}
$$

instead of $-1.31$ and $6.31$ eV. Numerical diagonalization shows that the largest change of any level at L is 0.06 eV, although each on-site energy has moved by 0.5 eV. A fit may also spread the misfit over all three points. If all nine parameters are readjusted, the anion energies can be raised and the cation energies lowered by 0.5 eV on average while no level at Γ, X or L moves by more than 0.025 eV, and by 1 eV while none moves by more than 0.04 eV. In this example a fit that includes L therefore still determines the division poorly: even a tolerance of 0.01 eV on the target levels leaves it open by about ±0.15 eV. Separate information, such as atomic energies, can then help to choose the difference of on-site energies between the species. Free-atom values are only a first estimate, because charge transfer and the electrostatic potential of the crystal shift them.

**Identical atoms.** If both atoms are the same, as in the diamond structure, then $E_{sA}=E_{sC}$, $E_{pA}=E_{pC}$ and $V_{sp}=V_{ps}$. The two single pairs in (20) then coincide, and every level at X is at least twofold. With s and p energies of $-8$ and $1$ eV on both atoms, $V_{sp}=V_{ps}=4.5$ eV and $V_{xy}=5$ eV, the X levels are

$$
-3.5\pm\sqrt{4.5^2+4.5^2}=-9.86,\ 2.86\ \text{eV},\qquad 1\pm5=-4,\ 6\ \text{eV}, \tag{33}
$$

each occurring twice. In the compound of (21) the two single pairs lie apart, at $-9.50$ and $-6.85$ eV below and at $4.85$ and $5.50$ eV above. Their separation at X reflects the difference between the species both in the on-site energies and in the two s–p couplings.
